# Comment on using Young's modulus for a pressed, bonded film: verification in Python

```python
"""
Result under test: a wide film bonded to a stiff base and pressed normally has
    pressure = M * (thickness change / thickness),
    M = E (1 - nu) / ((1 + nu) (1 - 2 nu)),
where E is Young's modulus and nu Poisson's ratio of the isotropic film.
M is the constrained modulus. It is compared with Hooke's law solved directly
and with axisymmetric finite elements that know only E and nu.
Finite-element lengths are in units of the film thickness, stresses in GPa.
"""
import numpy as np
import sympy as sp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def constrained_modulus(E, nu):
    return E * (1 - nu) / ((1 + nu) * (1 - 2 * nu))


def hooke_stiffness(E, nu):
    """Normal-stress stiffness matrix, by inverting the compliance matrix."""
    compliance = ((1 + nu) * np.eye(3) - nu * np.ones((3, 3))) / E
    return np.linalg.inv(compliance)


def area_weights(r, radius):
    """Integrals of (linear shape function * r) over 0 < r < radius."""
    step = np.diff(r)
    used = step * (r[1:] <= radius * (1 + 1e-9))
    w = np.zeros(len(r))
    w[:-1] += used * (r[:-1] / 2 + step / 6)
    w[1:] += used * (r[:-1] / 2 + step / 3)
    return w


def disc_mean(values, r, radius):
    w = area_weights(r, radius)
    return w @ values / w.sum()


def press(r, z, E_rows, nu_rows, radius, pressure, bonded=True):
    """Displacements (radial, vertical) of a layered disc pressed on top."""
    nr, nz = len(r) - 1, len(z) - 1
    dr, dz = np.diff(r)[:, None], np.diff(z)[None, :]
    D = np.zeros((nz, 4, 4))        # strain order: rr, zz, hoop, shear
    for k in range(nz):
        D[k, :3, :3] = hooke_stiffness(E_rows[k], nu_rows[k])
        D[k, 3, 3] = E_rows[k] / (2 * (1 + nu_rows[k]))
    sr, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    Ke = np.zeros((nr, nz, 8, 8))
    g = 1 / np.sqrt(3)
    for x in (-g, g):
        for y in (-g, g):
            N = (1 + sr * x) * (1 + sz * y) / 4
            dN_dr = (sr * (1 + sz * y) / 2) / dr[:, :, None]
            dN_dz = (sz * (1 + sr * x) / 2) / dz[:, :, None]
            rg = r[:-1, None] + dr * (1 + x) / 2
            B = np.zeros((nr, nz, 4, 8))
            B[:, :, 0, 0::2] = dN_dr
            B[:, :, 1, 1::2] = dN_dz
            B[:, :, 2, 0::2] = N / rg[:, :, None]
            B[:, :, 3, 0::2] = dN_dz
            B[:, :, 3, 1::2] = dN_dr
            volume = (rg * dr * dz / 4)[:, :, None, None]
            Ke += (np.swapaxes(B, -1, -2) @ D[None] @ B) * volume
    node = np.arange((nr + 1) * (nz + 1)).reshape(nr + 1, nz + 1)
    corners = np.stack([node[:-1, :-1], node[1:, :-1],
                        node[1:, 1:], node[:-1, 1:]], axis=-1)
    dof = np.stack([2 * corners, 2 * corners + 1], axis=-1)
    dof = dof.reshape(nr, nz, 8)
    rows = np.broadcast_to(dof[..., :, None], Ke.shape).ravel()
    cols = np.broadcast_to(dof[..., None, :], Ke.shape).ravel()
    size = 2 * node.size
    K = coo_matrix((Ke.ravel(), (rows, cols)), shape=(size, size)).tocsc()
    force = np.zeros(size)
    force[2 * node[:, -1] + 1] = -pressure * area_weights(r, radius)
    free = np.ones(size, dtype=bool)
    free[2 * node[0, :]] = False            # no radial motion on the axis
    free[2 * node[:, 0] + 1] = False        # base does not sink
    if bonded:
        free[2 * node[:, 0]] = False        # base does not slide
    u = np.zeros(size)
    u[free] = spsolve(K[free][:, free], force[free],
                      permc_spec="MMD_AT_PLUS_A")
    return u[0::2].reshape(node.shape), u[1::2].reshape(node.shape)


# ---- Hooke's law solved symbolically -------------------------------------
Es, ns, s, lat, ez = sp.symbols("E nu sigma lateral strain")
sol = sp.solve([lat - ns * (lat + s), Es * ez - (s - 2 * ns * lat)],
               [lat, ez], dict=True)[0]
M_sym = sp.simplify(s / sol[ez])
assert sp.simplify(M_sym - constrained_modulus(Es, ns)) == 0
assert sp.simplify(sol[lat] / s - ns / (1 - ns)) == 0
excess = 2 * ns**2 / ((1 + ns) * (1 - 2 * ns))
assert sp.simplify(M_sym / Es - 1 - excess) == 0
reduction = 1 - 2 * ns**2 / (1 - ns)
assert sp.simplify(sol[ez] * Es / s - reduction) == 0

# ---- Numerical inversion over the allowed range, with K + 4G/3 -----------
for nu_t in (-0.8, -0.3, 0.0, 0.1, 0.25, 0.4, 0.49):
    C = hooke_stiffness(1.0, nu_t)
    bulk = C.sum() / 9                      # equal strains on all axes
    shear = (C[0, 0] - C[0, 1]) / 2         # pure shear strain (1, -1, 0)
    assert abs(C[2, 2] / constrained_modulus(1.0, nu_t) - 1) < 1e-10
    assert abs(C[2, 2] / (bulk + 4 * shear / 3) - 1) < 1e-10
    assert C[2, 2] >= 1 - 1e-12

# ---- Worked example: rough values for porous silica under a bond pad -----
E, nu, h_nm, p = 6.0, 0.25, 400.0, 0.060
pad_um = 25.0
a = pad_um * 1000 / h_nm
M = constrained_modulus(E, nu)
strain = p / M
print(f"Film Young's modulus E: {E:.2f} GPa")
print(f"Film Poisson ratio: {nu:.2f}")
print(f"Film thickness: {h_nm:.0f} nm")
print(f"Pressure: {p*1000:.0f} MPa")
print(f"Pad radius: {pad_um:.0f} um = {a:.1f} thicknesses")
print(f"Constrained modulus M: {M:.3f} GPa")
print(f"M/E: {M/E:.4f}")
print(f"Lateral pressure: {p*1000*nu/(1-nu):.2f} MPa")
print(f"Thinning strain p/M: {100*strain:.4f} %")
print(f"Strain from E (wrong): {100*p/E:.4f} %")
print(f"Thinning with M: {h_nm*strain:.3f} nm")
print(f"Thinning with E (wrong): {h_nm*p/E:.3f} nm")
for nu_t in (0.0, 0.1, 0.2, 0.3, 0.4, 0.49):
    print(f"M/E at nu={nu_t:.2f}: {hooke_stiffness(1.0, nu_t)[2, 2]:.4f}")

# ---- From pillar to film: bonded discs with free sides -------------------
ratios = []
for radius, nr, nz in ((0.05, 8, 160), (0.5, 16, 32), (2.0, 40, 20),
                       (10.0, 160, 16), (60.0, 720, 12)):
    r, z = np.linspace(0, radius, nr + 1), np.linspace(0, 1, nz + 1)
    _, uz = press(r, z, [E] * nz, [nu] * nz, radius, p)
    ratios.append(p / -disc_mean(uz[:, -1], r, radius) / E)
    print(f"Bonded disc, radius/h={radius:g}: stiffness/E={ratios[-1]:.4f}")
    if radius == 10.0:
        centre = p / -uz[0, -1] / E
        _, uz = press(r, z, [E] * nz, [nu] * nz, radius, p, bonded=False)
        sliding = p / -disc_mean(uz[:, -1], r, radius) / E
print(f"Centre of bonded disc, radius/h=10: {centre:.4f} E")
print(f"Frictionless disc, radius/h=10: {sliding:.4f} E")
assert abs(ratios[0] - 1) < 0.01            # tall pillar: Young's modulus
assert abs(ratios[-1] / (M / E) - 1) < 0.02  # edge zone is about h/radius
assert all(np.diff(ratios) > 0)
assert all(1 - 1e-6 < q < M / E + 1e-6 for q in ratios)
assert abs(centre / (M / E) - 1) < 1e-3
assert abs(sliding - 1) < 1e-6

# ---- The pad on a continuous film: rigid base, then a silicon wafer ------
E_si, nu_si, wafer_um = 160.0, 0.22, 750.0  # rough, silicon as isotropic
r = np.concatenate([np.linspace(0, a, 201), a + np.geomspace(0.3, 4000, 50)])
z_film = np.linspace(0, 1, 11)
_, uz = press(r, z_film, [E] * 10, [nu] * 10, a, p)
edge_effect = -disc_mean(uz[:, -1], r, a) / strain - 1
assert abs(edge_effect) < 0.02              # edge zone is about h/radius

depth = wafer_um * 1000 / h_nm
z = np.concatenate([-np.geomspace(depth, 0.5, 60), z_film])
n_sub = 60
ur, uz = press(r, z, [E_si] * n_sub + [E] * 10,
               [nu_si] * n_sub + [nu] * 10, a, p)
half = 100                                  # mesh node at half the pad radius
thinning = disc_mean(uz[:, n_sub] - uz[:, -1], r, r[half])
lateral = (ur[half, n_sub] + ur[half, -1]) / (2 * r[half])
shift = thinning - strain
predicted_shift = 2 * nu / (1 - nu) * lateral
assert abs(shift - predicted_shift) < 0.1 * abs(predicted_shift)
sink = -disc_mean(uz[:, n_sub], r, a)
half_space = 16 * (1 - nu_si**2) * p * a / (3 * np.pi * E_si)
assert abs(sink / half_space - 1) < 0.1     # wafer has finite thickness
print(f"Pad edge changes mean thinning by: {100*edge_effect:.2f} %")
print(f"Silicon E, nu (rough): {E_si:.0f} GPa, {nu_si:.2f}")
print(f"Wafer thickness: {wafer_um:.0f} um")
print(f"Lateral strain of film on wafer: {100*lateral:.5f} %")
print(f"Wafer strain changes thinning by: {100*shift/strain:.2f} %")
print(f"Same, from the strain formula: {100*predicted_shift/strain:.2f} %")
print(f"Mean sinking of silicon under pad: {h_nm*sink:.2f} nm")

# ---- Other neglected effects ---------------------------------------------
log_law = (1 - np.exp(-strain)) / strain - 1
print(f"Law linear in log strain: thinning {100*log_law:.2f} %")

E_plane = 1.2 * E                           # in-plane modulus raised by 20 %
S = np.array([[1 / E_plane, -nu / E_plane, -nu / E],
              [-nu / E_plane, 1 / E_plane, -nu / E],
              [-nu / E, -nu / E, 1 / E]])
assert np.all(np.linalg.eigvalsh(S) > 0)
M_aniso = np.linalg.inv(S)[2, 2]
print(f"M if in-plane modulus is 20 % higher: {M_aniso:.3f} GPa")

alpha_film, alpha_si, heating = 0.5e-6, 2.6e-6, 150.0   # rough, 1/K and K
C = hooke_stiffness(E, nu)
misfit = (alpha_si - alpha_film) * heating
thermal = alpha_film * heating - (C[2, 0] + C[2, 1]) * misfit / C[2, 2]
thermal_formula = heating * (alpha_film + 2 * nu / (1 - nu)
                             * (alpha_film - alpha_si))
assert abs(thermal / thermal_formula - 1) < 1e-9
print(f"Expansion film, Si (rough): {alpha_film*1e6:.1f}, "
      f"{alpha_si*1e6:.1f} ppm/K")
print(f"Thickness change, {heating:.0f} K heating: {h_nm*thermal:.4f} nm")

hardness, porosity = 0.6, 0.5               # rough values for such a film
print(f"Film hardness (rough): {hardness:.1f} GPa")
print(f"Pressure/hardness: {p/hardness:.2f}")
print(f"Porosity (rough): {porosity:.2f}")
print(f"Mean normal stress in walls: {1000*p/(1-porosity):.0f} MPa")
print("no test failed")
```

Running it gives:

```
Film Young's modulus E: 6.00 GPa
Film Poisson ratio: 0.25
Film thickness: 400 nm
Pressure: 60 MPa
Pad radius: 25 um = 62.5 thicknesses
Constrained modulus M: 7.200 GPa
M/E: 1.2000
Lateral pressure: 20.00 MPa
Thinning strain p/M: 0.8333 %
Strain from E (wrong): 1.0000 %
Thinning with M: 3.333 nm
Thinning with E (wrong): 4.000 nm
M/E at nu=0.00: 1.0000
M/E at nu=0.10: 1.0227
M/E at nu=0.20: 1.1111
M/E at nu=0.30: 1.3462
M/E at nu=0.40: 2.1429
M/E at nu=0.49: 17.1141
Bonded disc, radius/h=0.05: stiffness/E=1.0018
Bonded disc, radius/h=0.5: stiffness/E=1.0180
Bonded disc, radius/h=2: stiffness/E=1.0720
Bonded disc, radius/h=10: stiffness/E=1.1687
Bonded disc, radius/h=60: stiffness/E=1.1948
Centre of bonded disc, radius/h=10: 1.2000 E
Frictionless disc, radius/h=10: 1.0000 E
Pad edge changes mean thinning by: -0.32 %
Silicon E, nu (rough): 160 GPa, 0.22
Wafer thickness: 750 um
Lateral strain of film on wafer: -0.01285 %
Wafer strain changes thinning by: -1.03 %
Same, from the strain formula: -1.03 %
Mean sinking of silicon under pad: 14.68 nm
Law linear in log strain: thinning -0.42 %
M if in-plane modulus is 20 % higher: 7.500 GPa
Expansion film, Si (rough): 0.5, 2.6 ppm/K
Thickness change, 150 K heating: -0.0540 nm
Film hardness (rough): 0.6 GPa
Pressure/hardness: 0.10
Porosity (rough): 0.50
Mean normal stress in walls: 120 MPa
no test failed
```
